\section*{Does two-photon writing improve the resolution of a resist?}

\section*{The question}

A photoresist cures when its initiator absorbs light of wavelength 390 nm. The same initiator can be excited by two photons of 780 nm, and the absorbed dose then follows the square of the intensity. The square of a peaked function is narrower than the function itself. Does the change to two-photon exposure therefore give a finer pattern?

\section*{Mechanism: one condition sets both photon number and focus}

One-photon absorption proceeds at a rate proportional to the intensity $I$, and $n$-photon absorption at a rate proportional to $I^n$. Raising $I$ to a power suppresses the skirts of a focal spot relative to its centre. This is the narrowing that the question appeals to, and it compares two functions of the \emph{same} spot.

The spot does not stay the same. If the transition energy $E$ is fixed, each of $n$ equal photons carries $E/n$. With $E=hc/\lambda_1$ for one photon,
\begin{equation}
\frac{hc}{\lambda_n}=\frac{1}{n}\,\frac{hc}{\lambda_1}
\quad\Longrightarrow\quad \lambda_n=n\lambda_1 .
\label{energy}
\end{equation}
Longer waves focus less tightly. The answer depends on which of the two effects is larger, so both must be calculated.

Equal energy does not ensure that both routes reach the same state. In a centrosymmetric molecule, an electric-dipole transition allowed for one photon changes parity, while one allowed for two photons preserves it. I assume an initiator without this obstacle.

\section*{The size of the focus}

Let $\lambda$ be the vacuum wavelength and NA the numerical aperture. In the scalar, paraxial description the focal field is the Fourier transform of the field in the pupil. Take a Gaussian pupil amplitude $e^{-s^2/N^2}$, where $\mathbf s$ is the transverse direction variable and $N$ is the aperture at which the pupil intensity has fallen to $1/e^2$. The field factorises into $x$ and $y$ integrals. In the $x$ integral, completing the square gives
\begin{equation}
-\frac{s^2}{N^2}+\frac{2\pi i s x}{\lambda}
=-\left(\frac{s}{N}-\frac{i\pi N x}{\lambda}\right)^2
-\frac{\pi^2N^2x^2}{\lambda^2}.
\end{equation}
The first term integrates to a constant independent of $x$. Multiplying the $x$ and $y$ factors and squaring the field gives
\begin{equation}
I(r)=I_0e^{-2\pi^2N^2r^2/\lambda^2}\equiv I_0e^{-2r^2/w^2},
\qquad w=\frac{\lambda}{\pi N}.
\end{equation}
Here $w$ is the radius at which the intensity is $I_0/e^2$.

For another pupil filling, write $s=\mathrm{NA}\,u$. The position then enters the diffraction integral only through $\mathrm{NA}\,r/\lambda$, so any width of the focus obeys
\begin{equation}
w=\kappa\,\frac{\lambda}{\mathrm{NA}},
\label{waist}
\end{equation}
with $\kappa$ fixed by the filling and by the definition of width. The comparison below holds the filling fixed.

\section*{The competition in one formula}

For a Gaussian spot the dose profile is
\begin{equation}
I^n=I_0^n e^{-2nr^2/w^2}.
\end{equation}
Its half-maximum radius satisfies $2nr^2/w^2=\ln2$, so its full width at half maximum is
\begin{equation}
F_n=2r=w_n\sqrt{\frac{2\ln2}{n}} .
\label{fwhm}
\end{equation}
At fixed wavelength, two-photon absorption thus narrows the profile by $\sqrt2$. At fixed transition energy and fixed NA, Eqs.~(\ref{energy}) and (\ref{waist}) give $w_n=nw_1$, and
\begin{equation}
\frac{F_n}{F_1}=\frac{n}{\sqrt n}=\sqrt n .
\label{main}
\end{equation}
The wavelength wins. The two-photon dose is $\sqrt2$ \emph{wider} than the one-photon dose, and a three-photon dose is $\sqrt3$ wider. Numerical quadrature of the diffraction integral for a Gaussian pupil with $N=0.3$ and $\lambda_1=390$ nm gives 1.4142 and 1.7321.

If wavelengths and apertures are left free, the two-photon ratio is
\begin{equation}
\frac{F_2}{F_1}=\frac{1}{\sqrt2}\,
\frac{\lambda_2}{\lambda_1}\,\frac{\mathrm{NA}_1}{\mathrm{NA}_2}.
\end{equation}
Two-photon writing is narrower when $\lambda_2/\lambda_1<\sqrt2\,\mathrm{NA}_2/\mathrm{NA}_1$. With $\lambda_2=2\lambda_1$ this requires $\mathrm{NA}_2>\sqrt2\,\mathrm{NA}_1$. A sufficiently better lens at the long wavelength can therefore reverse the result.

\subsection*{Photons of unequal energy}

Let the photons carry fractions $f_i$ of the energy, with $\sum_i f_i=1$, and let the dose follow the product of their intensities. Each has $\lambda_i=\lambda_1/f_i$, hence $w_i=w_1/f_i$ at equal NA. The exponents add:
\begin{equation}
\prod_i e^{-2r^2/w_i^2}
=\exp\left(-\frac{2r^2}{w_1^2}\sum_i f_i^2\right),
\qquad
\frac{F}{F_1}=\frac{1}{\sqrt{\sum_i f_i^2}} .
\end{equation}
Since $1=(\sum_i f_i)^2=\sum_i f_i^2+\sum_{i\ne j}f_if_j$ and the cross terms are positive, $\sum_i f_i^2<1$ for two or more photons. Dividing the energy costs width because inverse squared widths add, whereas photon energies add linearly. A 0.7/0.3 split gives $1/\sqrt{0.49+0.09}=1.313$. For two photons the equal split is the worst case, since $f^2+(1-f)^2$ has its minimum at $f=1/2$.

\section*{The comparison in spatial frequencies}

A sharp-edged pupil passes field frequencies up to $\mathrm{NA}/\lambda$. Intensity is the field times its conjugate, so its spectrum is an autocorrelation and extends to $2\mathrm{NA}/\lambda$. Squaring the intensity convolves this spectrum with itself and doubles the limit again. The two dose cutoffs are
\begin{equation}
k_1=\frac{2\mathrm{NA}}{\lambda_1},\qquad
k_2=\frac{4\mathrm{NA}}{\lambda_2}=\frac{4\mathrm{NA}}{2\lambda_1}=k_1 .
\end{equation}
The doubling by the square and the halving by the wavelength cancel. What differs is the strength of transfer below the cutoff. For a uniformly filled circular pupil, the transfer at half the cutoff is 0.39 for one photon and 0.16 for two.

Coarse detail behaves the other way: below about 0.21 of the cutoff the two-photon transfer is the larger. The tails explain the behaviour near zero frequency. The circular-pupil intensity falls on average as $r^{-3}$, so its second moment $\int r^2\,r^{-3}\,r\,dr$ diverges, and its transfer starts with a linear drop. The squared intensity falls as $r^{-6}$, its second moment is finite, and its transfer starts with a slower, quadratic drop.

\section*{Why small features do not contradict this}

A resist with a sharp, local threshold hardens where the dose exceeds a fixed value. For a given exposure time, let $I_{\rm th}$ be the intensity that just reaches threshold, and let $q=I_0/I_{\rm th}$. The edge of the written spot lies where
\begin{equation}
I_0e^{-2r^2/w^2}=I_{\rm th}
\quad\Longrightarrow\quad
d=2r=w\sqrt{2\ln q}.
\label{diameter}
\end{equation}
The photon number has disappeared, because $I^n$ crosses $I_{\rm th}^n$ at the same place where $I$ crosses $I_{\rm th}$. The narrowing reappears if the \emph{dose} ratio $\rho=q^n$ is held fixed instead: then $d=w\sqrt{2\ln\rho/n}$. In either description $d\to0$ as the peak approaches threshold. A feature smaller than the focus is thus a threshold effect, available to one-photon writing too.

The price is sensitivity. From $d^2=2w^2\ln q$, differentiation gives $2d\,\delta d=2w^2\,\delta q/q$, or
\begin{equation}
\delta d=\frac{w^2}{d}\,\frac{\delta I}{I}.
\label{power}
\end{equation}
Suppose also that the dose is proportional to exposure time $t$. Changing the time from $t_0$ to $t$ alters the edge condition to $(t/t_0)\,q^n e^{-2nr^2/w^2}=1$. Taking logarithms,
\begin{equation}
d^2=2w^2\left(\ln q+\frac1n\ln\frac{t}{t_0}\right),
\qquad
\delta d=\frac{w^2}{nd}\,\frac{\delta t}{t}.
\end{equation}
At equal $d$, doubling $w$ makes a two-photon feature four times as sensitive to relative power errors and twice as sensitive to relative time errors.

\subsection*{How close two features can be}

Resolution in the sense of separation is a different quantity from the size of an isolated dot. Let two equal exposures be centred at $\pm s/2$, one after the other, with doses that add. Each profile has the form $g(x)=e^{-x^2/2\sigma^2}$ with $\sigma=w/(2\sqrt n)$, and
\begin{equation}
g''(x)=\left(\frac{x^2}{\sigma^4}-\frac1{\sigma^2}\right)g(x).
\end{equation}
The dip at the midpoint vanishes when $g''(\pm s/2)=0$, that is, at
\begin{equation}
s=2\sigma=\frac{w}{\sqrt n}.
\end{equation}
This again favours one photon by $\sqrt2$ at equal transition energy and NA.

If two mutually incoherent spots are exposed at the same time, the two-photon resist squares their sum $S$. At the midpoint $S'=0$, so $(S^2)''=2S'^2+2SS''=2SS''$. The dip now vanishes together with that of $S$, at $s=w_2$. The narrowing by $\sqrt2$ is lost for this criterion.

\section*{What the square does provide: depth selection}

Without absorption losses, the same power $P$ crosses every plane. The one-photon dose integrated over a plane is therefore independent of depth. For a Gaussian beam of local radius $W(z)$, the peak intensity is $2P/(\pi W^2)$, and
\begin{equation}
\int_0^\infty I^2\,2\pi r\,dr
=\left(\frac{2P}{\pi W^2}\right)^2\frac{\pi W^2}{4}
=\frac{P^2}{\pi W^2}.
\end{equation}
The two-photon dose falls away from focus as the beam spreads. This confinement lets a structure be written inside a thick resist while little dose accumulates in layers well away from the focus.

\section*{Numbers for a direct-writing system}

Take $\lambda_1=390$ nm, $\lambda_2=780$ nm and $\mathrm{NA}=1.40$ in a medium of index 1.518. The transition energy is 3.179 eV and each long-wavelength photon carries 1.590 eV. Matching the Gaussian half-maximum width to that of a uniformly filled circular pupil gives $\kappa=0.4370$, so
\begin{equation}
w_1=\frac{0.4370\times390}{1.40}=121.7\ \text{nm},\qquad
w_2=243.5\ \text{nm}.
\end{equation}
The one-photon dose width is $121.7\sqrt{2\ln2}=143.3$ nm. At 780 nm the intensity width is 286.6 nm, and squaring reduces it to $286.6/\sqrt2=202.7$ nm. The narrowing is real, but it starts from a spot twice as wide. A one-photon lens of NA $1.40/\sqrt2=0.99$ would already match the two-photon width.

For a dot of diameter 100 nm, Eq.~(\ref{diameter}) gives
\begin{equation}
q_1=\exp\left(\frac{100^2}{2\times121.7^2}\right)=1.40,\qquad
q_2=\exp\left(\frac{100^2}{2\times243.5^2}\right)=1.088 .
\end{equation}
Both methods can write the dot in this model, but the two-photon peak must sit 8.8\% above threshold instead of 40\%. By Eq.~(\ref{power}), a 1\% power error changes the diameter, to first order, by $0.01\times121.7^2/100=1.48$ nm for one photon and by 5.93 nm for two. A 1\% time error changes it by 1.48 nm and 2.96 nm.

Sequential dots merge at separations of 121.7 nm and 172.2 nm respectively; simultaneous incoherent two-photon dots merge at 243.5 nm. These are distances at which the dip disappears, so a usable separation must be larger. They belong to the Gaussian profile; the circular-pupil profile gives 131.9, 181.4 and 263.9 nm, a sequential ratio of 1.375. The common frequency cutoff corresponds to a period of $390/(2\times1.40)=139.3$ nm. It does not conflict with the merging distance of 121.7 nm, since the latter concerns two isolated Gaussian spots, not a periodic pattern from a sharp pupil.

Depth tells the opposite story. In a scalar calculation with the uniformly filled circular pupil, the plane-integrated two-photon dose 2 $\mu$m from focus is 0.0083 of its value at focus. The figure depends on the model of the focus: aplanatic weighting of the pupil gives 0.0069, and the paraxial Gaussian beam of radius $w_2$ gives 0.032. The one-photon value remains 1.0000.

\section*{The model beside a real process}

These parameters are rough values for direct laser writing in an acrylate resist with a femtosecond laser near 780 nm. Equal NA at 390 nm is an assumption: a given objective may transmit or correct poorly there. The paraxial Gaussian focus is also idealised. The circular-pupil profile itself gives a width ratio of 1.436. A vector calculation for linear polarisation, with equal index at both wavelengths and the two-photon dose taken as $|\mathbf E|^4$, gives one- and two-photon widths of 187.3 and 271.2 nm along the polarisation and 134.3 and 193.1 nm across it. The ratios are 1.448 and 1.438. The second does not depend on the molecule, but the first does: along the polarisation the longitudinal field makes the light elliptical, and the two-photon rate then depends on the transition tensor. Randomly oriented rod-like absorbers, with rate proportional to $2|\mathbf E|^4+|\mathbf E\cdot\mathbf E|^2$, give 236.1 nm and a ratio of 1.261; the limiting isotropic and traceless tensors give ratios of 0.985 and 1.731. At this NA the $\sqrt2$ rule is therefore reliable only across the polarisation. Real resists also break the local-response assumption, because reactive species diffuse. An assumed rms diffusion length $L=20$ nm adds to the variance of each profile:
\begin{equation}
\frac{F_2}{F_1}=\sqrt{\frac{w_2^2/8+L^2}{w_1^2/4+L^2}}=1.379 .
\end{equation}
For very large $L$ the ratio tends to one, because diffusion then sets both widths. Shrinkage, development chemistry and lens aberrations are not included.

The pulse conditions decide whether the simple dose law is reasonable. Assume 1 mW mean power, 100 fs pulses at 80 MHz, a dwell of 0.1 ms and a two-photon cross-section of 10 GM, with the excitation rate per molecule equal to half the cross-section times the square of the photon flux. The pulse bandwidth is 9.0 nm, about 1\% of the wavelength. The peak intensity is 0.126 TW/cm$^2$, against a rough breakdown level of 10 TW/cm$^2$. The excitation probability per pulse is $9.2\times10^{-4}$, so saturation within one pulse is small. These margins belong to 1 mW: the peak intensity scales with the power and the excitation with its square, so 10 mW would give 1.26 TW/cm$^2$ and about 0.09 per pulse.

Over the dwell, however, 8000 pulses excite each initiator at the centre about 7.4 times if it survives. A bleaching yield of 1.4\% per excitation would give a depletion exponent of $7.4\times0.014\approx0.10$. Well above that yield, sequential doses no longer add linearly; a yield of 30\% would consume $1-e^{-2.2}\approx0.89$ of the initiator at the centre. If each excitation bleaches with a fixed probability, the fraction of initiator consumed is $1-e^{-D}$, where $D$ is the sum of the depletion exponents of the two exposures. At the midpoint $D'=0$, so $(1-e^{-D})''=e^{-D}D''$ and the dip still vanishes at the same separation. Before that it is shallower relative to the peaks. The single-dot contour also survives, provided that the local response still rises with $I$.

Heating is small under these assumptions. Take a spherical Gaussian heat source $g\,e^{-2R^2/a^2}$, where $R$ is the distance from its centre and $g$ the peak heating rate per volume, in a medium of diffusivity $\alpha$ and heat capacity $C$ per volume. Diffusion for a time $t$ raises the variance along each axis from $a^2/4$ to $a^2/4+2\alpha t$. The total heat is conserved, so heat released a time $t$ earlier has its peak reduced by $(1+8\alpha t/a^2)^{-3/2}$. Integrating over $t$ gives the steady rise
\begin{equation}
\Delta T=\frac{g}{C}\,\frac{a^2}{4\alpha}.
\end{equation}
With $a=2w_2$, $\alpha=0.10$ mm$^2$/s, $C=2.0$ J/(cm$^3$\,K) and 300 J/cm$^3$ of polymerisation heat released evenly over the dwell, $\Delta T$ is about 0.9 K. Optical absorption adds about 0.1 K for 0.02 mol/L of initiator at 1 mW; this term grows as the square of the power, to about 13 K at 10 mW if bleaching is ignored. A faster release of the polymerisation heat would raise the first estimate. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
wavelengths, one- and two-photon: 390, 780 nm
transition energy: 3.179 eV
two-photon quantum: 1.590 eV
NA: 1.40; medium index: 1.518
kappa in w = kappa*lambda/NA: 0.4370
w at 390 and 780 nm: 121.7, 243.5 nm
one-photon dose FWHM: 143.3 nm
780 nm intensity FWHM: 286.6 nm
two-photon dose FWHM: 202.7 nm
width ratio from diffraction, n=2: 1.4142
width ratio from diffraction, n=3: 1.7321
width ratio, energy split 0.7/0.3: 1.3131
one-photon NA giving equal width: 0.990
target diameter: 100 nm
overdrive q, one-photon: 1.4013
overdrive q, two-photon: 1.0880
overdrive q with Airy focus: 1.3866, 1.0833
size slope, one-photon: 1.48 nm per % power
size slope, two-photon: 5.93 nm per % power
size slope, one-photon: 1.48 nm per % time
size slope, two-photon: 2.96 nm per % time
merging distance, one-photon: 121.7 nm
merging distance, two-photon sequential: 172.2 nm
merging distance, two-photon together: 243.5 nm
shortest transferred period, both: 139.3 nm
transfer at half cutoff, one-photon: 0.391
transfer at half cutoff, two-photon: 0.161
two-photon transfer weaker above: 0.21 of cutoff
defocus: 2.0 um
plane dose relative to focus, one-photon: 1.0000
plane dose relative to focus, two-photon: 0.0083
Airy dose FWHM: 143.3, 205.8 nm; ratio 1.436
vector FWHM along polarization: 187.3, 271.2 nm; ratio 1.448
vector FWHM across polarization: 134.3, 193.1 nm; ratio 1.438
diffusion rms length: 20 nm
diffused FWHM: 150.9, 208.1 nm; ratio 1.379
mean power: 1.0 mW; rate: 80 MHz
pulse: 100 fs; dwell: 0.1 ms
two-photon cross-section: 10 GM
pulse bandwidth: 9.0 nm
peak intensity: 0.126 TW/cm2
rough breakdown intensity: 10 TW/cm2
excitation probability per pulse: 9.23e-04
excitations per initiator in dwell: 7.4
bleaching yield for 10% depletion exponent: 1.4e-02
initiator concentration: 0.02 mol/L
heat capacity: 2.0 J/(cm3 K)
thermal diffusivity: 0.10 mm2/s
polymerization heat: 300 J/cm3
optical heating estimate: 0.13 K
polymerization heating estimate: 0.89 K
\end{verbatim}
